# The Padovani–Stratton tunnelling energy of a doped semiconductor contact

## Problem

A metal contact is made to an n-type semiconductor film. The semiconductor has a uniform density of ionised donors \(N=10^{19}\ \mathrm{cm^{-3}}\), an isotropic effective mass \(m=0.3\) in units of the electron mass, and a static relative permittivity \(\kappa=9\). Next to the metal the conduction electrons are driven out, and the bare donor charge bends the conduction band upwards by an energy \(V_b\).

(a) Find the shape of the barrier between the bulk semiconductor and the metal.

(b) Within the WKB approximation, the tunnelling probability of an electron at the bulk band edge can be written as \(\exp(-V_b/E_{00})\). This defines the Padovani–Stratton tunnelling energy \(E_{00}\). Derive it.

(c) Evaluate \(E_{00}\) for the data above.

(d) At 300 K and with \(V_b=0.5\) eV, do electrons cross mainly at the band edge, over the top of the barrier, or in between?

The algebra is in atomic units: \(\hbar\), the electron mass and the elementary charge are 1, and \(4\pi\varepsilon_0=1\). Numbers are in eV and ångström. The coordinate \(y\) is normal to the interface and runs from the edge of the depleted layer, \(y=0\), to the metal, \(y=w\). Energies are counted from the bulk conduction-band edge.

## Hints

1. Treat the donor charge as a continuous, uniform density and the depletion edge as sharp. What are the electron's potential energy and its slope at \(y=0\)?
2. Under the barrier the wave function decays at the local rate \(\sqrt{2m(V-E)}\). The probability is the square of the amplitude, which doubles the exponent.
3. At the band edge, \(E=0\), the square root of the potential is a very simple function of \(y\). Eliminate \(w\) in favour of \(V_b\) at the end.
4. Convert the density to bohr\(^{-3}\) before inserting it. The length conversion enters cubed.
5. For (d), tunnelling becomes easier with rising energy while electrons become scarcer. Find the energy at which the product of the two factors is largest. The substitution \(\cosh u=\sqrt{V_b/E}\) keeps the algebra short.

## Solution

### (a) The barrier

The ionised donors have charge density \(+N\). Poisson's equation for the electrostatic potential \(\phi\) is \(\phi''=-4\pi N/\kappa\). An electron has charge \(-1\), so its potential energy is \(V=-\phi\), and

\[
V''(y)=\frac{4\pi N}{\kappa}.
\]

The neutral bulk carries no field, and there is no sheet of charge at the depletion edge, so \(V'(0)=0\). The choice of energy zero gives \(V(0)=0\). Integrating twice,

\[
V(y)=a\,y^2,\qquad a=\frac{2\pi N}{\kappa}.
\]

The barrier is half a parabola, lowest at the bulk side and cut off by the metal at \(y=w\). The condition \(V(w)=V_b\) fixes the width:

\[
w=\sqrt{\frac{V_b}{a}} .
\]

For the given data \(a=1.0053\times10^{-4}\ \mathrm{eV/Å^2}\). With \(V_b=0.5\) eV,

\[
w=\sqrt{\frac{0.5}{1.0053\times10^{-4}}}\ \text{Å}\approx 70.5\ \text{Å}.
\]

The film must be thicker than this. A thinner film is depleted throughout, there is no neutral bulk, and the boundary conditions used here no longer hold.

The sharp depletion edge is an approximation as well. In reality the electron density falls to zero over a range in which \(V\) rises by up to a few times the thermal energy or the chemical potential, whichever is larger. Both must be small compared with \(V_b\) for the parabola to describe most of the barrier. Here they are 0.026 eV and 0.044 eV against 0.5 eV, so the condition is met only roughly. The electrons that remain near the edge screen part of the donor charge, which weakens the field and widens the barrier. Taken alone, this lowers the tunnelling probability, most strongly for electrons at the band edge. With the Fermi electron density kept in Poisson's equation, the WKB exponent of part (b) rises by about 4 at the band edge, from 14 to 18, and by about 0.5 at an energy of 0.12 eV. The probabilities below belong to the sharp-edge model and are not estimates for a real contact.

### (b) The tunnelling energy

For an electron with energy \(E\) in the motion normal to the interface, the WKB probability is, to exponential accuracy, \(e^{-S(E)}\) with

\[
S(E)=2\int_{y_E}^{w}\sqrt{2m\,[V(y)-E]}\;dy,\qquad V(y_E)=E .
\]

At the band edge \(E=0\) and \(y_E=0\). Since \(\sqrt{V}=\sqrt a\,y\),

\[
S(0)=2\sqrt{2ma}\int_0^w y\,dy=\sqrt{2ma}\;w^2 .
\]

Now insert \(w^2=V_b/a\):

\[
S(0)=\sqrt{2ma}\,\frac{V_b}{a}=V_b\sqrt{\frac{2m}{a}} .
\]

The exponent is proportional to \(V_b\). This is a property of the parabola: its height and the square of its width grow together. Comparison with \(S(0)=V_b/E_{00}\) gives

\[
E_{00}=\sqrt{\frac{a}{2m}}=\sqrt{\frac{2\pi N}{2m\kappa}}=\sqrt{\frac{\pi N}{m\kappa}} .
\]

In SI units, with \(m^*\) the effective mass in kilograms, the same result reads \(E_{00}=\tfrac12 e\hbar\sqrt{N/(m^*\varepsilon_0\kappa)}\), in joules.

The band bending has dropped out, so \(E_{00}\) belongs to the doped semiconductor and not to the metal. It is not a barrier height. It is the amount by which \(V_b\) must grow to reduce the band-edge probability by a factor \(e\). More donors make the barrier thinner and raise \(E_{00}\). A larger mass makes the wave function decay faster, and a larger permittivity makes the barrier wider. Both lower \(E_{00}\).

There is a useful link to the harmonic oscillator. Define \(\omega_p=\sqrt{4\pi N/(m\kappa)}\), the plasma frequency of \(N\) electrons per volume screened by the same \(\kappa\). Then

\[
\tfrac12 m\omega_p^2=\frac{2\pi N}{\kappa}=a,\qquad \tfrac12\omega_p=\sqrt{\frac{\pi N}{m\kappa}}=E_{00}.
\]

So \(E_{00}\) is the zero-point energy of an oscillator with the curvature of the depletion potential. Its ground-state density is proportional to \(e^{-m\omega_p y^2}\), and because \(V=\tfrac12m\omega_p^2y^2\),

\[
m\omega_p y^2=\frac{2V}{\omega_p}=\frac{V}{E_{00}} .
\]

The density therefore falls as \(e^{-V/E_{00}}\), the same law as the WKB factor, although the oscillator state has energy \(E_{00}\) and the tunnelling electron was taken at energy zero. The contact contains only half of the parabola, and no bound state at \(E_{00}\) is implied.

### (c) The number

In ångström units \(N=1.000\times10^{-5}\ \text{Å}^{-3}\). One bohr is 0.529177 Å, so

\[
N=1.000\times10^{-5}\times(0.529177)^3=1.48185\times10^{-6}\ \text{bohr}^{-3}.
\]

With \(m\kappa=0.3\times9=2.7\),

\[
E_{00}=\sqrt{\frac{\pi\times1.48185\times10^{-6}}{2.7}}=\sqrt{1.7242\times10^{-6}}=1.3131\times10^{-3}\ \text{hartree}.
\]

Multiplication by 27.2114 eV per hartree gives

\[
E_{00}=0.0357\ \text{eV}\approx 36\ \text{meV}.
\]

As a test of the formula and of the unit conversion, Poisson's equation and the tunnelling exponent were integrated numerically together, starting from SI constants. The ratio \(V_b/S(0)\) came out as 0.03573 eV, in agreement with the formula. The ground level of the oscillator, found by diagonalisation on a grid, has the same value.

The digits that deserve trust depend on the input. For small changes the square root gives

\[
\frac{\delta E_{00}}{E_{00}}=\frac12\left(\frac{\delta N}{N}-\frac{\delta m}{m}-\frac{\delta\kappa}{\kappa}\right),
\]

so a mass uncertain by 10 per cent makes \(E_{00}\) uncertain by 5 per cent, or about 2 meV.

For \(V_b=0.5\) eV the band-edge exponent is \(0.5/0.03573=13.99\), and the WKB factor is \(e^{-13.99}\approx8.4\times10^{-7}\). This is the exponential factor only. The wave number in the bulk vanishes at the band edge, and the transmission from the wave equation goes to zero there as \(\sqrt E\).

### (d) Where the electrons cross

**The exponent at finite energy.** With \(V=ay^2\) and \(y_E=\sqrt{E/a}\),

\[
S(E)=2\sqrt{2ma}\int_{y_E}^{w}\sqrt{y^2-y_E^2}\;dy .
\]

Substitute \(y=y_E\cosh t\), so that \(dy=y_E\sinh t\,dt\) and the root becomes \(y_E\sinh t\). The upper limit \(t=u\) satisfies \(\cosh u=w/y_E=\sqrt{V_b/E}\). Using \(\int_0^u\sinh^2t\,dt=\tfrac12(\sinh u\cosh u-u)\),

\[
S=\sqrt{2ma}\;y_E^2\,(\sinh u\cosh u-u)=\frac{E}{E_{00}}(\sinh u\cosh u-u),
\]

where \(\sqrt{2ma}\,y_E^2=E\sqrt{2m/a}=E/E_{00}\). Replacing \(E\) by \(V_b/\cosh^2u\),

\[
S=\frac{V_b}{E_{00}}\left(\tanh u-\frac{u}{\cosh^2u}\right).
\]

For \(E\to0\), \(u\to\infty\) and \(S\to V_b/E_{00}\), as in (b). For \(E\to V_b\), \(u\to0\) and \(S\to0\), as it must at the top of the barrier.

**Its slope.** Differentiate both \(S\) and \(E\) with respect to \(u\):

\[
\frac{dS}{du}=\frac{V_b}{E_{00}}\left(\frac{1}{\cosh^2u}-\frac{1}{\cosh^2u}+\frac{2u\tanh u}{\cosh^2u}\right)=\frac{V_b}{E_{00}}\,\frac{2u\tanh u}{\cosh^2u},
\]

\[
\frac{dE}{du}=-V_b\,\frac{2\tanh u}{\cosh^2u}.
\]

The ratio is

\[
\frac{dS}{dE}=-\frac{u}{E_{00}} .
\]

**The best energy.** Suppose first that the number of electrons falls with energy as a Boltzmann tail, \(e^{-E/k_BT}\). The flow is largest where \(S(E)+E/k_BT\) is smallest:

\[
-\frac{u}{E_{00}}+\frac1{k_BT}=0\quad\Rightarrow\quad u_m=\frac{E_{00}}{k_BT},\qquad E_m=\frac{V_b}{\cosh^2(E_{00}/k_BT)} .
\]

This is a minimum, because \(u\) decreases as \(E\) grows and the slope of the sum therefore increases with \(E\). At this energy the thermal term is \(E_m/k_BT=V_bu_m/(E_{00}\cosh^2u_m)\), which cancels the second term of \(S\). What remains is

\[
S(E_m)+\frac{E_m}{k_BT}=\frac{V_b}{E_{00}}\tanh\frac{E_{00}}{k_BT}=\frac{V_b}{E_0},\qquad E_0=E_{00}\coth\frac{E_{00}}{k_BT}.
\]

The two limits give \(E_{00}\) its practical meaning.

- If \(E_{00}\ll k_BT\), then \(\coth x\approx1/x\), so \(E_0\to k_BT\) and \(E_m\to V_b\). Electrons pass over the top: thermionic emission.
- If \(E_{00}\gg k_BT\), the Boltzmann formulas give \(E_0\to E_{00}\) and \(E_m\to0\). Electrons tunnel near the bottom of the barrier: field emission. In a degenerate semiconductor at low temperature the Boltzmann tail fails, and the electrons come from energies between the band edge and the Fermi level, so the best energy does not go to zero.

**The given contact.** At 300 K, \(k_BT=0.02585\) eV, and

\[
\frac{E_{00}}{k_BT}=\frac{0.03573}{0.02585}=1.382 .
\]

The contact is in neither limit. The formulas give \(E_0=0.0405\) eV and \(E_m=0.112\) eV, about 22 per cent of the way up the barrier. Electrons are first thermally excited and then tunnel through the thinner upper part: thermionic-field emission.

**Correction for degeneracy.** At this density the Boltzmann tail is not accurate. For a single spin-degenerate valley and fully ionised donors, the chemical potential \(\mu\) of the bulk electrons lies 0.0444 eV above the band edge, inside the band. More valleys lower it: two give 0.016 eV, and six put it below the band edge. Tunnelling depends on the normal energy \(E\) alone, so the Fermi function is integrated over the transverse energy \(E_t\), whose density of states is constant for a parabolic band:

\[
\int_0^\infty\frac{dE_t}{1+e^{(E+E_t-\mu)/k_BT}}=k_BT\,\ln\!\left(1+e^{(\mu-E)/k_BT}\right).
\]

With \(z=e^{(\mu-E)/k_BT}\), the logarithm of this supply falls with energy at the rate

\[
\frac{1}{k_BT}\,\frac{z/(1+z)}{\ln(1+z)}<\frac1{k_BT},
\]

since \(\ln(1+z)>z/(1+z)\) for \(z>0\). A slower fall is balanced by a smaller \(u\), hence at a higher energy. The numerical search with this supply finds the peak at 0.119 eV instead of 0.112 eV. The shift is well below \(k_BT\), and the classification stands. The third digit belongs to the one-way WKB flow through the sharp-edge parabola: the soft depletion edge of part (a) moves the peak further, to about 0.14 eV. With or without the soft edge and the image force, more than 90 per cent of the flow crosses between \(\mu\) and the top of the barrier.

The chemical potential matters in another place. A barrier height measured from the Fermi level, at zero bias, is \(V_b-\mu=0.456\) eV here, not 0.5 eV. The \(V_b\) in these formulas is the full band bending.

### What the model leaves out

The mean distance between donors, \(N^{-1/3}\), is 46.4 Å, while the depleted layer is 70.5 Å wide. The layer is thus only about one and a half donor spacings thick. The smooth parabola describes the potential of the averaged charge. The actual potential varies along the interface, and because the probability depends exponentially on it, the average probability need not equal the probability for the average potential. \(E_{00}\) is then a scale for the contact, not a precise prediction of its current.

The image force, which lowers and rounds the barrier near the metal, is also omitted. It is not small here: with the same \(\kappa\) it would lower the top of the barrier by about 0.15 eV. It increases the flow and so acts against the effect of the soft depletion edge. In an amorphous oxide two further points need attention. Positive charge held in gap states adds to the donor charge, and negative charge subtracts from it. If the sum is positive and uniform, the formula holds with \(N\) as the net density of fixed charge; if it is not, the barrier is no longer a parabola and the formula does not apply. Gap states inside the barrier can also offer paths in several shorter steps, which a single WKB exponent does not contain.

## Variation 1: the density at which \(E_{00}=k_BT\)

*For the same mass and permittivity, at which donor density does \(E_{00}\) equal the thermal energy at 300 K?*

Since \(E_{00}\propto\sqrt N\), the density must be reduced by the square of the ratio found above:

\[
N_1=\frac{10^{19}}{(1.382)^2}\ \mathrm{cm^{-3}}\approx5.2\times10^{18}\ \mathrm{cm^{-3}} .
\]

This is not a sharp boundary. At \(N_1\) the Boltzmann formulas give \(E_0=k_BT\coth1=1.31\,k_BT\) and \(E_m=V_b/\cosh^21=0.42\,V_b\), so tunnelling still matters. For an unchanged band bending of 0.5 eV the width grows as \(1/\sqrt N\), to \(1.382\times70.5\approx97\) Å. The square root makes the passage between the regimes slow: a tenfold change of \(E_{00}\) needs a hundredfold change of density.

## Variation 2: WKB against the wave equation

*An electron arrives from the bulk with normal energy \(E=\mu=0.0444\) eV. The metal is modelled by a flat band whose bottom lies 5 eV below the semiconductor band edge, with the same mass. By how much does the logarithm of the transmission \(\mathcal T\) change when \(V_b\) is raised from 0.4 to 0.8 eV?*

The abrupt step at the metal now needs a factor of its own. Let \(\kappa_b=\sqrt{2m(V_b-E)}\) be the decay constant at the interface and \(q\) the wave number in the metal. Just before the step there is a decaying wave of amplitude \(B\) and a reflected one of amplitude \(C\); behind it there is an outgoing wave of amplitude \(t\). Continuity of the wave function and its slope requires

\[
B+C=t,\qquad \kappa_b(-B+C)=iq\,t .
\]

Multiplying the first equation by \(\kappa_b\) and subtracting the second gives \(2\kappa_bB=(\kappa_b-iq)t\), so \(|t|^2=4\kappa_b^2|B|^2/(\kappa_b^2+q^2)\). For unit incident flux the WKB connection formula gives \(|B|^2=(m/\kappa_b)e^{-S}\). The transmitted flux \(q|t|^2/m\) is then

\[
\mathcal T\approx\frac{4q\kappa_b}{q^2+\kappa_b^2}\,e^{-S(E)} .
\]

For \(V_b=0.4\) eV, \(S=8.37\) and the interface factor is 0.99. For \(V_b=0.8\) eV, \(S=19.12\) and the factor is 1.35. It may exceed 1, because it multiplies a small exponential and is not itself a probability. The results are:

| \(V_b\) (eV) | \(\ln\mathcal T\), WKB | \(\ln\mathcal T\), wave equation |
|---|---|---|
| 0.4 | −8.374 | −8.269 |
| 0.8 | −18.824 | −18.692 |

The change is −10.45 in WKB and −10.42 from the numerical solution of the wave equation. The simple estimate \(-0.4/0.03573=-11.2\) is too large in magnitude for two reasons. The electron is above the band edge, which reduces the change of \(S\) to 10.76 (from unrounded values), and the interface factor contributes a further +0.31.

The full transmission is larger than the WKB value by 11 per cent in the first case and 14 per cent in the second. At this energy the dependence on \(V_b\), which is what \(E_{00}\) describes, is reproduced better than the prefactor: WKB misses the change of \(\ln\mathcal T\) by less than 0.03, but each value by more than 0.10. This need not hold at other energies: at \(E=0.2\) eV the miss in the change of \(\ln\mathcal T\) grows to about 0.13.

## Table of computed values

```
Donor density, given: 1.0e+19 cm^-3
Donor density: 1.000e-05 angstrom^-3
Donor density, atomic units: 1.48185e-06 bohr^-3
Effective mass: 0.30 electron masses
Relative permittivity: 9.0 (no unit)
Bohr radius: 0.529177 angstrom
Hartree energy: 27.21139 eV
E00, atomic units: 1.31309e-03 hartree
E00, formula: 0.03573 eV
E00, formula, converted: 35.73 meV
E00, Poisson plus WKB integration: 0.03573 eV
Oscillator ground level on grid: 0.03573 eV
Plasmon energy 2*E00: 0.07146 eV
Band bending, chosen: 0.50 eV
Potential curvature a: 1.0053e-04 eV/angstrom^2
Depletion width, formula: 70.52 angstrom
Depletion width, integration: 70.52 angstrom
Mean donor spacing N^(-1/3): 46.42 angstrom
Band-edge exponent Vb/E00: 13.993 (no unit)
Band-edge WKB probability: 8.370e-07 (no unit)
Temperature, chosen: 300 K
Thermal energy kT: 0.02585 eV
Ratio E00/kT: 1.382 (no unit)
E0 = E00*coth(E00/kT): 0.04054 eV
Peak energy, Boltzmann formula: 0.1115 eV
Peak energy, Boltzmann search: 0.1115 eV
Chemical potential above band edge: 0.0444 eV
Peak energy, Fermi supply: 0.1190 eV
Model metal band depth: 5.0 eV
ln T at E=mu, bending 0.4 eV, wave eq.: -8.269
ln T at E=mu, bending 0.4 eV, WKB: -8.374
ln T at E=mu, bending 0.8 eV, wave eq.: -18.692
ln T at E=mu, bending 0.8 eV, WKB: -18.824
Change of ln T, wave equation: -10.424
Change of ln T, WKB: -10.450
```
